# Why Si(001) dimers buckle, and what limits the displacement

## What symmetry and dimensions fix

Take one dimer on Si(001) and let $u$ be the height of one atom minus that of the other. Exchanging the atoms turns $u$ into $-u$ and leaves the energy unchanged, so $E(u)=E(-u)$. Where the energy is smooth at $u=0$, as it is below for $t>0$, the flat dimer therefore feels no force along $u$. If the curvature at $u=0$ is negative, it buckles. If the curvature is positive, the flat dimer is locally stable, but a tilted state may still lie lower; in the simplest model below this does not happen, while with repulsion it can.

The simplest model has three constants. Two dangling orbitals, one per atom, are coupled by a matrix element $-t$. Height lowers the orbital energy of the up atom by $gu$ and raises that of the down atom by $gu$. All other bonds resist with a strain energy $Ku^2/2$. With $t$ in eV, $g$ in eV/nm and $K$ in eV/nm², the constants $g$ and $K$ form one energy,

$$W=\frac{2g^2}{K},$$

and one length, $W/g=2g/K$. Hence $u=(2g/K)\,f(t/W)$, and the energy gained is $W\,F(t/W)$. The physics lies in the two functions and in the reason for a nonzero $g$.

## Why height shifts the orbitals

Each surface atom has a dimer bond, two back bonds and one dangling orbital. Build its bond hybrids as $(s+\lambda_i p_i)/\sqrt{1+\lambda_i^2}$, with $p_i$ pointing along bond $i$. Orthogonality requires $1+\lambda_i\lambda_j\cos\theta_{ij}=0$. Let the cosine between the back bonds be $-q$, and that between the dimer bond and either back bond be $-c$. Then $\lambda_{\rm back}^2=1/q$, and $\lambda_{\rm dimer}\lambda_{\rm back}=1/c$ gives $\lambda_{\rm dimer}^2=q/c^2$. A hybrid has $s$ weight $1/(1+\lambda^2)$, and the four weights add to one, so the dangling orbital has

$$w=1-\frac{2q}{1+q}-\frac{c^2}{c^2+q}=\frac{1-q}{1+q}-\frac{c^2}{c^2+q}.$$

Its energy is $\varepsilon_p-w(\varepsilon_p-\varepsilon_s)$: more $s$ weight means a lower orbital.

Now tilt the dimer with all bond lengths fixed. Each atom turns about the line through its two back neighbours on a circle of radius $\rho$. Let $\phi$ be its angle from the vertical towards its partner, $L$ the horizontal distance between the two axes, $b$ the back-bond length, $d$ the dimer length and $X=\sqrt{d^2-u^2}$. The constraints are

$$\rho(\cos\phi_{\rm up}-\cos\phi_{\rm down})=u,\qquad \rho(\sin\phi_{\rm up}+\sin\phi_{\rm down})=L-X.$$

Writing $\phi_{\rm up}=\bar\phi-\delta$ and $\phi_{\rm down}=\bar\phi+\delta$ turns them into $2\rho\sin\bar\phi\sin\delta=u$ and $2\rho\sin\bar\phi\cos\delta=L-X$, so $\tan\delta=u/(L-X)$. The scalar product of the bond directions gives

$$c=\frac{\rho}{bd}\left(X\sin\phi\mp u\cos\phi\right),$$

with the upper sign for the up atom. To first order in $u$, $X=d$, $\bar\phi$ keeps its flat value $\phi_0$, and $\delta=u/(L-d)$. Hence

$$c=c_0\mp\frac{\rho\cos\phi_0}{b}\left(\frac1{L-d}+\frac1d\right)u .$$

Since $dw/dc=-2cq/(c^2+q)^2$ is negative, the up atom gains $s$ weight and its orbital sinks, while the down atom flattens and its orbital rises. This is the origin of $g$. The average of the two orbital energies is even in $u$; its leading $u^2$ part, like the energy of the other bonds, belongs in $K$.

## When the dimer buckles

In the basis (up, down), measured from the average orbital energy,

$$h=\begin{pmatrix}-gu&-t\\-t&gu\end{pmatrix},\qquad h^2=(t^2+g^2u^2)\,\mathbb 1 .$$

The levels are thus $\pm S$ with $S=\sqrt{t^2+g^2u^2}$. Two electrons of opposite spin fill the lower one:

$$E(u)=-2S+\tfrac12Ku^2 .$$

For small $u$, $S\approx t+g^2u^2/(2t)$, so

$$E\approx-2t+\left(\frac K2-\frac{g^2}{t}\right)u^2 .$$

The flat dimer is unstable when $2g^2/K>t$, that is, when $W>t$. Both electronic and strain energies start as $u^2$, which is why there is a threshold.

To find the minimum, use $g^2u^2=S^2-t^2$, so that $Ku^2/2=(S^2-t^2)/W$ and

$$E=-2S+\frac{S^2-t^2}{W},\qquad \frac{dE}{dS}=-2+\frac{2S}{W}.$$

If $W\le t$, the allowed range $S\ge t$ has its minimum at $S=t$, the flat dimer. If $W>t$, the minimum is at $S=W$, where $E=-W-t^2/W$. The gain over the flat energy $-2t$ is

$$B=W-2t+\frac{t^2}{W}=\frac{(W-t)^2}{W},$$

and the level gap has grown from $2t$ to $2W$.

Let the up orbital hold $1+m$ electrons and the down orbital $1-m$. The derivative of the electronic energy with respect to $u$ is $-2gm$ from the occupations and $-2g^2u/S$ from the levels, so $m=gu/S$. At the minimum

$$m=\sqrt{1-\frac{t^2}{W^2}},\qquad Ku=2gm .$$

The second relation is a force balance. Charge transfer cannot exceed $m=1$, so the driving force is at most $2g$, and strain stops the displacement below $2g/K$. With $K=0$ the energy would fall without limit as $u$ grows.

Occupation matters as much as splitting. With one electron, $E=-S+(S^2-t^2)/W$, whose stationary point is $S=W/2$; buckling then needs $W>2t$.

## How large the effect is

Take round effective values: $t=0.50$ eV, $g=9.0$ eV/nm and $K=200$ eV/nm². Then

$$W=\frac{2(9.0)^2}{200}=0.81\ {\rm eV},\qquad m=\sqrt{1-\left(\frac{0.50}{0.81}\right)^2}=0.787,$$

$$u=\frac{2(9.0)(0.787)}{200}=0.071\ {\rm nm}.$$

For a dimer length of 0.23 nm the tilt is 18°. The electrons gain 0.620 eV, strain costs 0.501 eV, and the net gain is 0.119 eV. This small difference of larger terms is sensitive to stiffness. With $g$ and $t$ held fixed, raising $K$ to 250 eV/nm² reduces $u$ to 0.046 nm and the gain to 0.034 eV; above 324 eV/nm² the dimer is flat. Removing one electron also leaves it flat, because $W/2=0.405$ eV is below $t$.

## Repulsion: near degeneracy can work against buckling

Charge transfer puts two electrons on one atom, at a cost $U$. In restricted mean field both electrons share one orbital. The coupling energy is $-2t\sqrt{1-m^2}$, the shift energy is $-2gum$, and the repulsion is $\frac U4[(1+m)^2+(1-m)^2]=\frac U2(1+m^2)$. Minimizing over $u$ again gives $u=2gm/K$, and the shift and strain terms add to $-Wm^2$. Thus

$$E(m)=-2t\sqrt{1-m^2}-\left(W-\frac U2\right)m^2+\frac U2 .$$

Setting the derivative to zero gives $\sqrt{1-m^2}=t/(W-U/2)$. The earlier results for $m$ and $B$ hold with $W$ replaced by $W-U/2$.

The exact two-electron problem goes further. At $u=0$ the singlet with one electron per atom has energy 0 and couples with strength $2t$ to the even combination of the two doubly occupied states, at energy $U$. With $R=\sqrt{U^2+16t^2}$, the ground energy is $(U-R)/2$ and its doubly occupied weight is $(1-U/R)/2$. Height couples the even combination to the odd one, also at $U$, with strength $2gu$. Second-order perturbation theory gives

$$\Delta E=-\frac{(2gu)^2\,(R-U)/(2R)}{(R+U)/2}=-\frac{4g^2u^2(R-U)}{R(R+U)} .$$

This beats $Ku^2/2$ when

$$\frac{4W(R-U)}{R(R+U)}>1 .$$

For $U=0$, $R=4t$ and the condition is again $W>t$. For $t\to0$ at fixed $U>0$, $R-U\approx8t^2/U$ and the left side tends to $16Wt^2/U^3$, which vanishes. Nearly degenerate orbitals then hold one electron each, and a small tilt gains almost nothing.

Local stability is not the whole answer. At $t=0$, a pair on the up atom has energy $U-2gu+Ku^2/2$, with minimum $U-W$; it lies below the flat state if $W>U$. For $U=0.30$ eV and $t=0.02$ eV the criterion is 0.179, so the flat dimer is locally stable, yet the exact minimum at $u=0.090$ nm lies 0.505 eV lower.

At $t=0.50$ eV, with $g$ and $K$ unchanged, adding $U=0.30$ eV reduces the gain to 0.039 eV in mean field and 0.030 eV exactly. The flat dimer becomes locally stable at $U=0.62$ eV in mean field but at 0.46 eV in the exact solution. If the effective constants already contain average repulsion, adding the full $U$ counts part of it twice.

## Neighbours, temperature and tunnelling

Let like orbitals of adjacent dimers in a row couple by $-t'$, and define $a=2t'\cos k$ and $\Delta=gu$. For uniform tilt, $\Delta$ mixes the bonding and antibonding states of the same $k$, at $-t-a$ and $t-a$. The levels are $-a\pm\sqrt{t^2+\Delta^2}$. The average of $a$ is zero, so with the lower band full the energy per dimer is $-2\sqrt{t^2+\Delta^2}$. For alternating tilt, $\Delta$ mixes bonding $k$ with antibonding $k+\pi$, at $-t-a$ and $t+a$; the other pair has $a$ reversed. The energy per dimer is

$$-\left\langle\sqrt{\Delta^2+(t+a)^2}+\sqrt{\Delta^2+(t-a)^2}\right\rangle_k .$$

The square root is a convex function of $t\pm a$, so alternation is lower. For $t'=0.10$ eV and the tilt held fixed, it gains 15 meV per dimer. Elastic coupling through shared back neighbours is left out.

Differentiating $E$ twice gives $E''=K-2g^2t^2/S^3$. This is $Km^2=124$ eV/nm² in the well and $K-2g^2/t=-124$ eV/nm² at the flat geometry. On the fixed-length path $u=2\rho\sin\phi_0\,\delta$ to first order. Equating the kinetic energy $M\rho^2\dot\delta^2$ of the two atoms to $\frac12\mu\dot u^2$ gives $\mu=M/(2\sin^2\phi_0)=43.7$ u at the flat geometry. The true path mass changes with tilt; as an approximation this value is kept along the whole path, here and in the rates below. The vibration quantum is then about 11 meV and the zero-point energy about 5 meV, well below the barrier. In the well the path mass is only 32 u, which would raise the quantum to about 13 meV and the rates below by about 15%.

The classical flip rate, without recrossing, is the mean one-way speed $\sqrt{k_BT/2\pi\mu}$ times the probability density at the top. For a harmonic well that density is $e^{-B/k_BT}\sqrt{E''/2\pi k_BT}$, so the rate is $(\omega/2\pi)e^{-B/k_BT}$ with $\omega=\sqrt{E''/\mu}$. Integrating over the full well gives $2.6\times10^{10}$ s⁻¹ at 300 K and $8.8\times10^4$ s⁻¹ at 80 K. A slow probe of this isolated model dimer would see an average of both tilts. On the real surface, coupling between neighbours orders the tilts at low temperature, so these rates do not carry over.

At an energy $\epsilon$ below a parabolic top, tunnelling falls as $e^{-2\pi\epsilon/\hbar\omega_{\rm top}}$ while the thermal population rises as $e^{\epsilon/k_BT}$. They balance at $k_BT=\hbar\omega_{\rm top}/2\pi$, here 20 K. The classical rate is already too low well above that temperature, by a factor of about 1.2 at 80 K and about 2 at 40 K in a semiclassical estimate, and below it the classical rate fails.

## The real surface and the limits of constant g

Real Si(001) dimers tilt by roughly 18°, with an energy gain of rough order 0.1 eV per dimer. The constants were chosen for this regime, so the agreement is not a prediction. The 1.62 eV level gap is not the surface band gap, since bands along the surface and substrate states are missing.

One assumption that fails clearly at this tilt is constant $g$. For a lattice constant of 0.543 nm and a rough $s$–$p$ separation of 7 eV, the hybrid formula gives an initial slope of 41 eV/nm. It omits the response of the charge and is not the source of the chosen 9 eV/nm. Its shape is still informative. At $u=0.071$ nm the dangling $s$ weights are 0.500 (up) and 0.004 (down). With $q=1/3$, $w$ cannot exceed $(1-q)/(1+q)=1/2$ or fall below zero, so the shift is nearly exhausted.

Replacing $gu$ by this saturating curve, with $t$ and $K$ fixed and the change of the average orbital energy beyond $u^2$ left out, gives two rough estimates. Matching the initial slope yields $u=0.029$ nm and a gain of 0.023 eV. Matching the splitting at $u=0.071$ nm yields 0.047 nm and 0.268 eV. Strain is therefore not the sole limit on displacement, and these two choices alone change the barrier by a factor of about five downwards or two upwards. The flip rates inherit this exponentially; a barrier of 0.023 eV is below $k_BT$ at 300 K, where a hopping rate loses its meaning.

The change of the average orbital energy also matters. With the full 7 eV separation, the hybrid formula lowers the energy of two electrons at the average level by about 0.06 eV at $u=0.04$ nm and raises it by about 0.06 eV at 0.071 nm, both relative to the flat dimer. On the two smaller scales matched to $g$ above, these shifts are only 0.01 to 0.02 eV; including the part beyond $u^2$ lowers the two gains to 0.018 and 0.215 eV. A single constant $K$ cannot follow this change of sign, so it too is a simplification over the full tilt.

## What to do in a surface calculation

- Start the relaxation from a tilted dimer. A symmetric start has zero force along $u$ and can stay flat even when flat is unstable.
- Use a cell with at least two dimers along the row, so that alternating tilt is allowed, and compare it with uniform tilt.
- Check the flat state both by its curvature and against a strongly tilted start, since with repulsion it can be locally stable without being lowest.
- Keep the charge state under control. A missing electron weakens the buckling: without repulsion it raises the threshold from $W>t$ to $W>2t$. With constant $g$ and the constants used here the dimer turns flat, but with the saturating curve matched to the splitting it still buckles, with $u=0.033$ nm and a gain of 0.054 eV.
- Treat adsorbates as a change of the electronic problem. If hydrogen caps both atoms, the dangling orbitals become bonds and this driving mechanism is absent.
- Do not take a flip rate from a fitted linear model. Compute the energy along the tilt path, and examine its sensitivity to the treatment of correlation.

The remaining values are in the numerical output below.

## Numbers as computed

```
orbital coupling t = 0.50 eV
orbital shift per height g = 9.0 eV/nm
strain constant K = 200 eV/nm^2
W = 2g^2/K = 0.810 eV
charge transfer m = 0.787 electrons
buckling u = 0.0708 nm
dimer tilt = 17.9 degrees
orbital energy shift g*u = 0.637 eV
level gap flat, buckled = 1.00, 1.62 eV
electronic gain = 0.620 eV
strain cost = 0.501 eV
net gain (barrier) = 0.1186 eV
K above which the dimer is flat = 324 eV/nm^2
K = 250 eV/nm^2: u = 0.0458 nm, gain = 0.0338 eV
one electron: W/2 = 0.405 eV, u = 0.0000 nm
lattice constant, dimer length = 0.543, 0.230 nm
back-bond length = 0.2351 nm, radius rho = 0.1358 nm
q = 0.3333 (no unit)
s weight, flat dimer = 0.257 (no unit)
s weight at u = 0.04 nm, up, down = 0.455, 0.066
s weight at buckling u, up, down = 0.500, 0.004
s-p separation (rough) = 7.0 eV
bare hybrid slope = 40.6 eV/nm
largest bare shift = 1.74 eV at u = 0.0774 nm
saturating, slope matched: u = 0.0286 nm, gain = 0.0230 eV
saturating, splitting matched: u = 0.0472 nm, gain = 0.2676 eV
test repulsion U = 0.30 eV
mean field with U: u = 0.0587 nm, gain = 0.0388 eV
exact with U: u = 0.0572 nm, gain = 0.0303 eV
U limit of buckling, mean field = 0.620 eV
U limit of local instability, exact = 0.461 eV
local criterion at test U, t = 0.5 eV: 1.188 (no unit)
local criterion at test U, t = 0.02 eV: 0.179
exact lowest state there: u = 0.0900 nm
its gain over flat = 0.505 eV
row coupling t' = 0.10 eV
alternation gain = 15.4 meV per dimer
silicon mass, path mass = 28.09, 43.7 u
curvature, well and top = 123.8, -124.0 eV/nm^2
vibration quantum = 10.9 meV
zero-point energy = 5.4 meV
tunnelling crossover temperature = 20 K
80 K: kT = 6.9 meV, flips = 8.77e+04 per s
80 K: harmonic flip estimate = 8.83e+04 per s
300 K: kT = 25.9 meV, flips = 2.58e+10 per s
300 K: harmonic flip estimate = 2.67e+10 per s
```
